# Damping Newton iteration in dopant-defect diffusion without losing conserved atoms

## What goes wrong

A simulated anneal of implanted silicon can stop although its equations have a perfectly regular solution. In one time step of 0.01 s, Newton iteration that keeps every concentration positive failed to converge in 80 iterations, and its damping factor fell to about $10^{-78}$. With the vacancy concentration left free, the same step converged in 7 iterations. A different choice, updating logarithms of concentrations, was tried in a much shorter step and gave intermediate states whose conserved totals were wrong by up to 6%.

The setting behind both failures is the damping factor of a nonlinear iteration, together with the choice of variables to which it applies. Electronic-structure programs offer the same setting when they mix an old density with a new one. If both densities contain $N$ electrons, so does $\rho+\lambda(\rho_{\rm new}-\rho)$, because electron number is linear in density. Dopant diffusion has two such linear totals. Keeping them requires the right equations, the right variables and a damping rule that does not obstruct convergence.

## The model

The dopant is a substitutional acceptor $A^-$, such as boron in silicon. It is immobile until it binds an interstitial $I$ to form a mobile pair $P$. Vacancies $V$ are also mobile. The symbols $A,P,I,V$ denote concentrations divided by the intrinsic carrier density $n_i$, summed over charge states. Hole density is $p$, and $u=\ln(p/n_i)$. Carriers obey Boltzmann statistics and equilibrate instantly, so the electron density is $n_ie^{-u}$.

For a mobile species $X$, let $X_0$ be its neutral concentration. Charge $z$ is obtained by capturing $z$ holes, hence

$$X_z=K_ze^{zu}X_0,\qquad Z_X(u)=\sum_zK_ze^{zu},\qquad X=Z_XX_0 .$$

Here $K_z$ is the weight at $u=0$, with $K_0=1$. With flat carrier quasi-Fermi levels, $u=-q\psi/k_BT$, where $\psi$ is the electrostatic potential. The electric field then gives a drift flux $zD_zX_z\nabla u$. Adding diffusion,

$$J_z=-D_z(\nabla X_z-zX_z\nabla u).$$

Since $\nabla X_z=K_ze^{zu}(\nabla X_0+zX_0\nabla u)$, the field terms cancel. Summing over charge states gives

$$J_X=-g_X(u)\nabla X_0,\qquad g_X(u)=\sum_zD_zK_ze^{zu}. \tag{1}$$

The field has not been neglected; it is contained in $g_X$ and in the relation between $X$ and $X_0$.

The reactions are

$$A+I\leftrightarrow P,\qquad I+V\leftrightarrow0,\qquad P+V\leftrightarrow A,$$

with carriers supplying the charge balance. Pair formation may be written $A^-+I^0+h^+\leftrightarrow P^0$. Its equilibrium is therefore $P_0=\kappa AI_0e^u$. Stars mark defect equilibrium, where $I_0V_0=I_0^*V_0^*$. The net forward rates are

$$R_1=k_1\left(AI-\frac{Z_IP_0}{\kappa e^u}\right),$$
$$R_2=k_2\left(IV-Z_IZ_VI_0^*V_0^*\right),$$
$$R_3=k_3\left(PV-Z_PZ_V\kappa I_0^*V_0^*Ae^u\right).$$

The third reverse rate is not a free parameter: multiplying the first two equilibrium conditions gives $P_0V_0=\kappa I_0^*V_0^*Ae^u$. An independent value would allow reactions to circulate at equilibrium.

## Which totals are conserved

Give the species weights $a,p,i,v$ in a possible conserved sum. Each reaction must leave the sum unchanged:

$$-a+p-i=0,\qquad -i-v=0,\qquad a-p-v=0.$$

The first two equations give $p=a+i$ and $v=-i$; the third is then satisfied. Two weights remain free. Choosing $(a,i)=(1,0)$ and $(0,1)$ gives the dopant content and the net interstitial content,

$$C=A+P,\qquad N=I+P-V.$$

A vacancy counts as a missing interstitial, while a pair carries one. Free interstitials alone are not conserved.

The balances are

$$\partial_tC+\nabla\!\cdot J_P=0,\qquad
\partial_tN+\nabla\!\cdot(J_I+J_P-J_V)=0. \tag{2}$$

In a closed sample both integrals are constant. A surface that absorbs interstitials and vacancies, but not pairs, preserves the dopant, while the change in $\int N\,dx$ equals minus the net outflow. Clusters or dislocations that store interstitials need their own terms in $N$; otherwise (2) is false.

## Algebraic neutrality

Local neutrality closes the equations:

$$f(u)=2\sinh u-A+\sum_X X\langle z\rangle_X=0,\qquad
\langle z\rangle_X=\frac{\sum_z zK_ze^{zu}}{Z_X}. \tag{3}$$

The quotient rule gives

$$\frac{d\langle z\rangle_X}{du}
=\frac{\sum_z z^2K_ze^{zu}}{Z_X}-\langle z\rangle_X^2
=\langle z^2\rangle_X-\langle z\rangle_X^2\ge0.$$

At fixed nonnegative totals, $f'(u)\ge2\cosh u>0$. Also $f$ runs from $-\infty$ to $+\infty$, so there is one root. Neutrality can thus be solved as an algebraic row alongside the diffusion equations, without a time derivative of $u$.

## Discrete equations that keep the totals

Divide a one-dimensional sample into cells of width $h_j$. For time step $\tau$, backward Euler gives

$$F^C_j=C_j-C_j^{\rm old}+\frac{\tau}{h_j}(J^P_{j+1/2}-J^P_{j-1/2}),$$
$$F^N_j=N_j-N_j^{\rm old}+\frac{\tau}{h_j}(J^N_{j+1/2}-J^N_{j-1/2}),$$

where $J^N=J_I+J_P-J_V$. These two rows replace the separate balances of $A$ and $I$. The remaining rows are

$$F^P=P-P^{\rm old}+\tau(\nabla\!\cdot J_P-R_1+R_3),$$
$$F^V=V-V^{\rm old}+\tau(\nabla\!\cdot J_V+R_2+R_3),$$

and equation (3). Fast reactions are absent from the conserved rows, so large opposing rates need not cancel there numerically.

Multiply $F^C_j$ by $h_j$ and sum. Each interior flux appears once with each sign, and closed ends have no flux. Therefore

$$W_C(x)=\sum_jh_jF_j^C=\sum_jh_j(C_j-C_j^{\rm old}). \tag{4}$$

The same holds for $N$. Although the individual fluxes are nonlinear, these sums are affine in the concentrations.

Each row involves a cell and its two neighbours, so the Jacobian $F'$ is block tridiagonal. Its entries follow from

$$F(x+i\epsilon e)=F(x)+i\epsilon F'(x)e+O(\epsilon^2).$$

The imaginary part divided by $\epsilon$ gives a column without subtracting nearly equal numbers. Cells three apart share no row and can be perturbed together; five unknowns and three groups require 15 evaluations.

## What damping does to a conserved total

A Newton correction satisfies $F'(x)\delta=-F(x)$. Let $w$ contain the cell widths on one conserved row and zero elsewhere, so that $W=w\cdot F$. Because $W$ is affine,

$$W(x+\lambda\delta)=W(x)+\lambda w\cdot F'(x)\delta=(1-\lambda)W(x). \tag{5}$$

A full step removes an error of the total, and a damped step leaves the fraction $1-\lambda$. If iteration starts from the old state, $W=0$ initially and remains zero. This holds at each iterate even if convergence later fails, apart from rounding. Conservation is therefore no evidence of convergence.

Logarithmic variables behave differently. With $y=\lambda\delta_c/c$, the update is $c\to ce^y$. Compared with the linear update it adds

$$c(e^y-1-y)=\tfrac12cy^2+O(y^3).$$

For the dopant total these additions are nonnegative and cannot cancel. They vanish as the updates vanish, so a converged logarithmic solution conserves the total, but its intermediate states generally do not.

This was tested in a closed 180 nm sample with a boron peak near $2\times10^{19}$ cm$^{-3}$ and added interstitials. For steps of $10^{-7}$, $10^{-6}$ and $10^{-5}$ s, with damping capped at 1 or 0.4, the largest relative error of either total at any iterate was $2.8\times10^{-14}$. Logarithmic updates in the shortest step gave a largest error of 0.062.

## Which concentrations should damping protect?

The positivity rule used here limits each decrease to 90% of the current value. It is reasonable for $A$, $P$ and $I$, but can trap the vacancies. The origin of negative vacancy values appears in one cell with recombination alone:

$$V+\tau kIV=V^{\rm old}.$$

Start from $V=V^{\rm old}$ while interstitials arrive with correction $\delta I$. Linearizing the product $IV$ gives

$$(1+\tau kI)\delta V=-\tau kIV-\tau kV\delta I,$$
$$\frac{\delta V}{V}=-\frac{\tau k(I+\delta I)}{1+\tau kI}. \tag{6}$$

The full step makes $V$ negative when $\tau k\,\delta I>1$. This negative value is an artefact of linearizing a product. Once $I$ has settled, the equation is linear in $V$, and the next full step gives $V=V^{\rm old}/(1+\tau kI)>0$.

Diffusion does not alter that conclusion. At fixed $A,P,I,u$, with $A$, $P$ and $I$ positive, the vacancy matrix, with each row multiplied by its cell width, has positive diagonal entries, nonpositive off-diagonal entries and strictly dominant columns. Its inverse is nonnegative. Its right side, old vacancies plus generation, is positive, and so is the solution.

In the 0.01 s step the lowest first relative change was $\delta V/V=-6.57$. Protecting $V$ therefore limits the first damping factor to $0.9/6.57=0.14$. A step limited by this rule makes $V$ fall tenfold in the limiting cell. In an isolated cell this would not trap the iteration: at general $V$ the linearized balance is $(1+\tau kI)\delta V=V^{\rm old}-V-\tau kV(I+\delta I)$, whose right side turns positive as $V\to0$. In the sample, diffusion couples the cell to neighbours where more vacancies remain, and the linearized vacancy losses there, in this step through $P+V\to A$ and $I+V\to0$ in about equal parts when summed over the sample, can keep its correction negative. If that correction stays about constant while $V$ falls tenfold, each permitted factor is ten times smaller than the last. The factors then have a finite sum, and the iteration can stall short of the solution. The observed fall to $10^{-78}$ in 80 iterations is about one decade per iteration, as this picture requires. Leaving $V$ free removed the stall, with a smallest damping factor of 0.61.

The free variable must not disturb the others. Equation (6) gives an overshoot of order $\tau kV\,\delta I$, which enters the balance of $N$. It is small beside $\delta I$ if $\tau kV\ll1$, with $k$ and $V$ in physical units. For the parameters below, $kV^*\simeq0.13$ s$^{-1}$, so this one-cell estimate gives a ratio of at most about $10^{-3}$ in this step.

The guidance for this model is:

- Apply damping to concentrations, and start from the previous time level.
- Protect $A,P,I$ and limit the change of $u$ to about one per iteration.
- Leave $V$ free when $\tau kV\ll1$, but accept only states in which all concentrations are positive.
- If iteration fails, subdivide the time step. Damping alone does not guarantee convergence.

## How interstitial supply limits diffusion

Conservation of $N$ also has a physical consequence. Consider a small, smooth variation of heavy doping near defect equilibrium. Let its width be much smaller than the distances that interstitials, pairs and vacancies travel before recombining, but much larger than the distance a pair travels before it dissociates, which is a few nanometres for the parameters below. Vacancies are then conserved separately, and after a brief transient $J_V=0$. Stored pairs and interstitials are few compared with dopants, so after a brief transient $J_P+J_I=0$: each interstitial carried away by a pair must return.

Using $P_0=\kappa AI_0e^u$ in (1),

$$J_P=-g_P\kappa\left[I_0^*\nabla(Ae^u)+Ae^u\nabla I_0\right].$$

Define $D_b=g_P\kappa I_0^*e^u$, the dopant diffusivity with interstitials held at equilibrium and the field omitted. With few charged defects, neutrality is $2\sinh u=A$, so $\nabla u=\nabla A/(2\cosh u)$. The first term becomes

$$-D_b(\nabla A+A\nabla u)=-D_bh\nabla A,\qquad h=1+\frac{A}{2\cosh u}.$$

For the second, $\nabla I_0=-J_I/g_I=J_P/g_I$. Hence

$$J_P=-D_bh\nabla A-rJ_P,\qquad r=\frac{D_bA}{g_II_0^*},$$
$$D_{\rm eff}=\frac{D_bh}{1+r}. \tag{7}$$

The field factor $h$ tends to 1 at low doping and 2 at high doping. The supply ratio $r$ compares dopant transport with interstitial transport. For $r\ll1$ interstitials return easily; for $r\gg1$ their return controls the dopant.

At $2\times10^{19}$ cm$^{-3}$ the example has $D_b=0.411$ nm$^2$/s, $h=1.928$ and $r=1.714$:

$$D_{\rm eff}=0.411\times1.928/(1+1.714)=0.292\ {\rm nm^2/s}.$$

The growing variance of a 0.1% dopant variation gave the same value to three digits. In the dilute limit both methods gave 0.0885 nm$^2$/s.

## Worked example: a boron layer at 900 °C

A buried layer has peak boron concentration $2\times10^{19}$ cm$^{-3}$, depth 150 nm and standard deviation 15 nm. Implantation damage adds $10^{12}$ interstitials/cm$^2$ around 50 nm, with standard deviation 20 nm. The anneal lasts 10 s.

The rough parameters are $n_i=4\times10^{18}$ cm$^{-3}$, $I^*=10^{10}$ cm$^{-3}$ and $V^*=10^{11}$ cm$^{-3}$ at $u=0$. Diffusivities are $2\times10^8$ nm$^2$/s for interstitials and $10^7$ nm$^2$/s for vacancies and neutral pairs. At $u=0$, $P/(AI)=10^{-18}$ cm$^3$. The charged-state weights are 0.5 for $I^+$ and 0.3 for $V^-$ and $P^-$; $P^-$ diffuses half as fast as $P^0$. Reaction constants are $4\pi R$ times the summed diffusivities of the reactants, with $R=0.5$ nm and $A$ immobile. The surface absorbs interstitials and vacancies, but not pairs, with outflow $g_X(0)(X_0-X_0^*)/\ell$, where $\ell=10$ nm.

The interstitial exposure can be estimated before solving for the dopant profile. Define

$$E(x)=\int\left(\frac{I_0}{I_0^*}-1\right)dt.$$

Let $s(x)$ be the damage, with dose $Q=\int s\,dx$. Between surface and probe, neglect pair and vacancy transport and set $u=0$. Once the excess has drained, integrating (2) over time gives

$$g_II_0^*E'(x)=\int_x^\infty s(y)\,dy,\qquad g_II_0^*E(0)=Q\ell.$$

The first equation says that damage deeper than $x$ must pass $x$ on its way to the surface. Integration yields

$$E(x)=\frac{Q\ell+\int s(y)\min(x,y)\,dy}{g_II_0^*}. \tag{8}$$

At $u=0$, $g_II_0^*=D_II^*=2\times10^{-3}$ nm$^{-1}$s$^{-1}$ in physical units. With $Q=10^{-2}$ nm$^{-2}$ and a total length near $10+50=60$ nm, $E$ is about 300 s. With the actual damage profile, (8) gives 298.6 s near 80 nm. The 3 nm grid used here evaluates the surface outflow at the first cell centre, 1.5 nm deep, which shortens the total length by 1.5 nm. With this shift (8) gives 291.2 s, and the full calculation on that grid gives 291.1 s. The shift vanishes as the cells shrink.

At the boron layer's centre the exposure is only 77 s on this grid, and about 80 s when the grid is converged. On its shallow side boron spreads towards the surface, carrying interstitials outward. Their return flux is inward and requires $I_0$ to fall with depth. The layer thus shields its own centre.

The standard deviation grows from 15.0 to 17.2 nm, a variance gain of 70.5 nm$^2$. Without damage the gain is 2.3 nm$^2$. The deep-side position of $10^{18}$ cm$^{-3}$ moves from 186.7 to 191.3 nm. A 2 nm grid with more time steps gives a variance gain of 71.1 nm$^2$. The surface offset makes the error first order in the cell width, so the two grids extrapolate to about 72.3 nm$^2$, and 70.5 nm$^2$ is about 2.5% low. The final standard deviation stays at 17.2 nm, and the deep-side position converges to 191.4 nm.

The boron dose, $7.53\times10^{13}$ cm$^{-2}$, is conserved to rounding. Nearly all of the $10^{12}$ cm$^{-2}$ added interstitials leave through the surface, and content plus outflow balances to rounding. The final net content is $-4.8\times10^7$ cm$^{-2}$; it is negative because equilibrium vacancies outnumber free and paired interstitials together when summed over the roughly 5 µm deep sample. The 100 time steps took 286 Newton iterations, and damping never acted. Here gradual steps sufficed; the extreme step shows when the damping rule matters.

## Relation to real silicon

The material values are rough, and the widths are results of this model. Real implantation damage is partly held in clusters that release interstitials over time. Releasing the same dose with a 1 s time constant changes the variance gain from 70.5 to 70.9 nm$^2$. Equation (8) explains why: exposure depends on how many interstitials drain and from where, not on when, provided that draining is complete. An anneal that ends earlier loses this protection.

Surface absorption matters more. If $\ell$ were 100 nm, (8) would raise the exposure near 80 nm to about 750 s. An error in $D_II^*$ enters this exposure inversely; its effect on the boron profile also depends on the pairing constant and on the supply ratio $r$. Fits to silicon self-diffusion data put $D_II^*$ roughly four times higher at 900 °C than the value used here. With $D_b$ unchanged, that would lower $r$ at $2\times10^{19}$ cm$^{-3}$ from 1.7 to about 0.4 and the exposure near 80 nm to about 75 s, so the size of the supply limit and of the shielding is a result of these parameters. Boron-interstitial clusters are also omitted. The damage dose is 1.3% of the boron dose, so if each interstitial immobilized a few boron atoms, a few percent of the layer would be affected.

Other omissions can be sized separately. In the initial layer, space charge shifts $u$ by at most about 0.03, and hole degeneracy by a similar amount. A rough gap narrowing of 0.05 eV multiplies $n_i$ by 1.28; with other constants fixed, this lowers $p/n_i$ at the peak by about a fifth. For an activation energy near 3.5 eV, a 10 K temperature error changes the equilibrium boron diffusivity by about 34%. These physical uncertainties far exceed the conservation error, which measures the bookkeeping and not the accuracy of the model. The numerical output follows.

## Calculated quantities

```
Temperature: 1173 K
Intrinsic density (rough): 4e+18 cm^-3
Equilibrium interstitials at u=0 (rough): 1e+10 cm^-3
Equilibrium vacancies at u=0 (rough): 1e+11 cm^-3
Interstitial diffusivity (rough): 2e+08 nm^2/s
Neutral pair diffusivity (rough): 1e+07 nm^2/s
Vacancy diffusivity (rough): 1e+07 nm^2/s
Pairing constant at u=0 (rough): 1e-18 cm^3
Capture radius (rough): 0.5 nm
Surface length (rough): 10 nm
Last three update sizes, 1e-5 s step: 1.82e+00 1.65e-02 9.63e-07
Extreme test step: 0.01 s
  guarding A, P, I, V: converged False, 80 iterations, smallest damping 1.23e-78
  guarding A, P, I: converged True, 7 iterations, smallest damping 6.13e-01
  lowest first relative change of V: -6.568
Worst total error, concentration iterates: 2.753e-14
Worst total error, logarithmic iterates: 0.0621
Difference from stiff integrator, relative: 0.0001735
Closed run dopant error, relative: 2.22e-16
Closed run net interstitial error, relative: 2.22e-16
Closed run free interstitials, final/initial: 0.09645
Uniform final state error, relative: 4.441e-16
Dilute diffusivity, measured: 0.08853 nm^2/s
Dilute diffusivity, formula: 0.08853 nm^2/s
Diffusivity at 2e19 cm^-3, measured: 0.292 nm^2/s
Diffusivity at 2e19 cm^-3, formula: 0.292 nm^2/s
  with equilibrium defects and no field, D_b: 0.411 nm^2/s
  field factor h: 1.928
  interstitial supply ratio r: 1.714
Anneal time: 10 s
Boron dose: 7.525e+13 cm^-2
Boron dose error, relative: 2.22e-16
Initial net interstitial content: 1e+12 cm^-2
Net interstitials lost at surface: 1e+12 cm^-2
Final net interstitial content: -4.761e+07 cm^-2
Net interstitial balance error, relative: 1.776e-16
Newton iterations in 100 time steps: 286
Smallest damping factor in anneal: 1
Initial boron standard deviation: 15 nm
Final boron standard deviation: 17.19 nm
Initial boron peak: 1.99e+19 cm^-3
Final boron peak: 1.788e+19 cm^-3
Initial deep-side depth at 1e18 cm^-3: 186.7 nm
Final deep-side depth at 1e18 cm^-3: 191.3 nm
Variance gain with damage: 70.51 nm^2
Variance gain without damage: 2.312 nm^2
Variance gain, finer grid and time steps: 71.1 nm^2
Exposure near 80 nm, computed: 291.1 s
Exposure near 80 nm, formula: 291.2 s
Exposure at boron layer centre: 77.44 s
Neglected clusters: variance gain, 1 s release: 70.85 nm^2
  exposure near 80 nm, 1 s release: 291.1 s
Neglected space charge: largest shift of u: 0.02731
Neglected hole degeneracy: shift of u: 0.03265
Neglected 0.05 eV gap narrowing: factor on n_i: 1.281
Damage dose / boron dose (boron clustering): 0.01329
10 K error at 3.5 eV activation: factor on D: 1.34
```
